# The Treanor Minimum in Vibrationally Excited Nitrogen

**Setting.** In a cold nitrogen discharge the molecules have gas temperature $T=300$ K, which describes translation and rotation, and a much higher vibrational temperature $T_v=3000$ K. The molecules are in their electronic ground state, the gas is uniform, and the vibrational term values are

$$G(v)=\omega_e\left(v+\tfrac12\right)-\omega_ex_e\left(v+\tfrac12\right)^2,\qquad v=0,1,2,\dots$$

Use the rough values $\omega_e=2359$ cm$^{-1}$ and $\omega_ex_e=14.3$ cm$^{-1}$. Energies are in cm$^{-1}$, so that $kT=208.51$ cm$^{-1}$ and $kT_v=2085.1$ cm$^{-1}$. The population of level $v$ is $f_v$, and $T_v$ is defined by the two lowest levels:

$$\frac{f_1}{f_0}=e^{-E_{10}/kT_v},\qquad E_{10}=G(1)-G(0).$$

Until part (e), the populations change only by exchange of one vibrational quantum between two molecules (VV exchange),

$$(v+1,\;w)\;\rightarrow\;(v,\;w+1),$$

with rate coefficient $K(v,w)>0$, on a finite ladder with all $f_v>0$.

## (a) Energies and detailed balance

**Question.** Find the energy $E_v$ above the ground level and the spacing $e_v=E_{v+1}-E_v$. Relate $K(v,w)$ to the coefficient of the reverse process.

**Answer.** Since $(v+\frac12)^2-\frac14=v^2+v$,

$$E_v=G(v)-G(0)=\omega_e v-\omega_ex_e(v^2+v).$$

Setting $v=1$ gives $E_{10}=\omega_e-2\omega_ex_e$. Substituting $\omega_e=E_{10}+2\omega_ex_e$,

$$E_v=vE_{10}+\omega_ex_e(2v-v^2-v)=vE_{10}-\omega_ex_e\,v(v-1).$$

Because $(v+1)v-v(v-1)=2v$, the spacing is

$$e_v=E_{10}-2\omega_ex_e\,v .$$

It shrinks as $v$ grows. The exchange takes $e_v$ from the first molecule and gives $e_w$ to the second, so the vibrational energy changes by $e_w-e_v$, and translation and rotation supply the difference.

The reverse process, $(v,w+1)\rightarrow(v+1,w)$, is the same kind of exchange with the roles of the molecules interchanged. Its coefficient is therefore $K(w,v)$. With translation and rotation in equilibrium at $T$, and equal rotational weights for all vibrational levels, detailed balance requires

$$\frac{K(v,w)}{K(w,v)}=e^{-(e_w-e_v)/kT}.$$

## (b) The stationary distribution

**Question.** Show that the stationary state has no net exchange in any pair of processes, and find $f_v/f_0$.

**Answer.** The net rate of one exchange is

$$R_{vw}=K(v,w)f_{v+1}f_w-K(w,v)f_vf_{w+1}.$$

Define

$$g_v=\ln f_v+\frac{E_v}{kT},\qquad a_v=g_{v+1}-g_v=\ln\frac{f_{v+1}}{f_v}+\frac{e_v}{kT}.$$

By detailed balance, the ratio of the forward to the backward term in $R_{vw}$ is

$$e^{-(e_w-e_v)/kT}\,\frac{f_{v+1}}{f_v}\,\frac{f_w}{f_{w+1}}=e^{a_v-a_w}.$$

Thus $R_{vw}$ has the sign of $a_v-a_w$. Now consider

$$\Phi=\sum_v f_v\left(\ln f_v-1+\frac{E_v}{kT}\right),\qquad \frac{d\Phi}{dt}=\sum_v g_v\frac{df_v}{dt}.$$

One exchange moves a molecule from $v+1$ to $v$, which contributes $-a_v$, and another from $w$ to $w+1$, which contributes $+a_w$. Since $R_{wv}=-R_{vw}$, a sum over all ordered pairs counts each net process twice, so

$$\frac{d\Phi}{dt}=\frac12\sum_{v,w}R_{vw}(a_w-a_v)\le 0 .$$

Every term is negative or zero. In a stationary state the sum vanishes, so each term vanishes and all $a_v$ are equal. Call their common value $-\gamma$. Then $g_v=g_0-\gamma v$, and with $E_0=0$,

$$f_v=f_0\,e^{-\gamma v-E_v/kT}.$$

The two constants $f_0$ and $\gamma$ correspond to the two conserved quantities, the numbers of molecules and of quanta. The definition of $T_v$ fixes $\gamma$:

$$-\gamma-\frac{E_{10}}{kT}=-\frac{E_{10}}{kT_v}\quad\Rightarrow\quad \gamma=\frac{E_{10}}{kT_v}-\frac{E_{10}}{kT}.$$

Inserting $\gamma$ and $E_v$, the terms $\pm vE_{10}/kT$ cancel and leave the Treanor distribution:

$$\ln\frac{f_v}{f_0}=-\frac{vE_{10}}{kT_v}+\frac{\omega_ex_e\,v(v-1)}{kT}.$$

The first term is the fall expected of equally spaced levels at $T_v$. The second is positive from $v=2$ upward: VV exchange favours moving quanta to high levels, where they cost less energy, and the excess goes into heat. A low gas temperature strengthens this bias.

A numerical integration tests the result. A closed ladder of levels 0 to 12 started from a geometric distribution, which has no minimum, with a mean of 0.8964 quanta per molecule, the value belonging to the Treanor distribution at 3000 K. It relaxed to $T_v=3000.00$ K, and its populations agreed with the formula to a relative error of at most $3.7\times10^{-12}$. In a control with equal spacings, started from the Treanor populations, the minimum disappeared.

## (c) Position of the minimum

**Question.** Treat $v$ as continuous and locate the minimum of $f_v$. Between which two adjacent levels does it lie for the given nitrogen? What does its position mean, and what happens when $T_v=T$ or $\omega_ex_e\to0$?

**Answer.** Differentiating, with $d[v(v-1)]/dv=2v-1$,

$$\frac{d}{dv}\ln\frac{f_v}{f_0}=-\frac{E_{10}}{kT_v}+\frac{\omega_ex_e(2v-1)}{kT}.$$

The second derivative, $2\omega_ex_e/kT$, is positive, so the single zero is a minimum. Solving for it,

$$v^*=\frac12+\frac{E_{10}}{2\omega_ex_e}\,\frac{T}{T_v}.$$

For nitrogen,

$$E_{10}=2359-2(14.3)=2330.4\ \text{cm}^{-1}\;(0.2889\ \text{eV}),\qquad \frac{E_{10}}{2\omega_ex_e}=\frac{2330.4}{28.6}=81.48,$$

$$v^*=0.5+81.48\times0.100=8.65 .$$

The minimum lies between levels eight and nine.

At the minimum the continuous spacing is

$$\frac{dE_v}{dv}=E_{10}-\omega_ex_e(2v^*-1)=E_{10}\left(1-\frac{T}{T_v}\right).$$

The distribution therefore turns upward once the spacing has fallen by the fraction $T/T_v$, here one tenth.

If $T_v=T$, this spacing is zero: the turning point has moved to the top of the quadratic term formula, and the populations fall over the whole range in which $E_v$ rises. If $\omega_ex_e\to0$ at fixed temperatures, $v^*\to\infty$ and the distribution becomes the Boltzmann distribution of a harmonic oscillator at $T_v$.

## (d) The least populated level, and sensitivity to the data

**Question.** Which integer level has the smallest population? How firmly do the data fix this level and the interval found in (c)?

**Answer.** For neighbouring levels $v(v+1)-v(v-1)=2v$, so

$$\ln\frac{f_{v+1}}{f_v}=-\frac{E_{10}}{kT_v}+\frac{2\omega_ex_e\,v}{kT}.$$

This is negative for $v<v^*-\frac12$ and positive for $v>v^*-\frac12$. The least populated level is therefore the integer nearest $v^*$, with a tie when $v^*$ is a half-integer. With $E_{10}/kT_v=1.1176$ and $\omega_ex_e/kT=0.06858$,

$$\ln\frac{f_9}{f_8}=-1.1176+16(0.06858)=-0.020,\qquad \ln\frac{f_{10}}{f_9}=-1.1176+18(0.06858)=+0.117 .$$

Hence $f_9/f_8=0.980$ and $f_{10}/f_9=1.124$. Level nine is lowest, with $f_9/f_0=0.0060$, but level eight is only 2% more populated.

At fixed $T_v=3000$ K, the gas temperature that places the minimum at a chosen $v^*$ is

$$T=\frac{(v^*-\frac12)\,T_v}{81.48}.$$

It is 276 K for $v^*=8$, 294.5 K for $v^*=8.5$ and 313 K for $v^*=9$. Cooling the gas by 6 K thus makes level eight the lowest, whereas the minimum stays between eight and nine from 276 to 313 K.

The molecular constants matter in the same way. At $T/T_v=0.1$, the condition $8<v^*<9$ means $75<E_{10}/2\omega_ex_e<85$. A separate estimate comes from a CCSD(T)/cc-pVDZ potential curve with frozen cores, whose three lowest vibrational levels give $E_{10}=2309.9$ cm$^{-1}$ and $\omega_ex_e=14.51$ cm$^{-1}$. This level of theory omits core correlation, higher excitations and the effect of a larger basis. It gives $v^*=8.46$, in the same interval, but with level eight lowest. These constants are not converged in the basis: with cc-pVTZ, $E_{10}$ rises by about 8 cm$^{-1}$ to 2318 cm$^{-1}$, $\omega_ex_e$ falls by about 0.5 cm$^{-1}$ to 14.0 cm$^{-1}$, and $v^*=8.8$, with level nine lowest again. The interval is common to all these sets of constants; the choice between the two levels is not.

Two smaller changes also leave the interval intact. A cubic term $-0.002\,(v+\frac12)^3$ cm$^{-1}$ in $G(v)$, with a rough coefficient, moves the minimum from 8.65 to 8.63. Defining $T_v$ with $\omega_e$ in place of $E_{10}$ moves it to 8.75.

## (e) Beyond the minimum

**Question.** Above which level does the Treanor formula give more molecules than in the ground level? Does the minimum survive when molecules are lost from high levels?

**Answer.** The logarithm is a parabola symmetric about $v^*$, so $f_v$ returns to $f_0$ at $v=2v^*=17.3$. From level 18 upward the formula exceeds the ground-level population, and at level 20 it gives $f_{20}/f_0=41$. On a long ladder most molecules would then be highly excited, which contradicts the picture of a mostly unexcited gas.

A model with losses shows what replaces the rise. Levels 0 and 1 are held at their ratio for 3000 K, and level 46 is kept empty, as a crude stand-in for dissociation. The VV coefficients, relative to that of $(1,0)\to(0,1)$, are

$$K(v,w)=(v+1)(w+1)\,e^{-0.4|v-w|},$$

multiplied by $e^{-(e_w-e_v)/kT}$ when $e_w>e_v$. Relaxation of vibration into translation (VT) from $w+1$ to $w$ has the relative coefficient $r(w+1)e^{0.17w}$, with the reverse set by detailed balance. These are chosen model rates, not measured ones.

Without VT relaxation, $r=0$, the stationary populations are:

| Level | $f_v/f_0$ |
|---|---|
| 9 | 0.0035 |
| 10 | 0.0031 |
| 20 | 0.0014 |
| 30 | 0.0008 |

There is no rise beyond level nine. The emptying of level 46 is responsible: with levels 0 and 1 still held, but no emptying and no VT relaxation, the Treanor populations make every $R_{vw}$ zero and are stationary, rise included.

The departure begins below the minimum. The population is 0.92 of the Treanor value at level 5, 0.59 at level 9 and $3.5\times10^{-5}$ at level 20. Adding VT relaxation with $r=10^{-6}$ or $10^{-4}$ does not restore the rise. The larger value lowers $f_{30}/f_0$ to 0.0004 but slightly raises level 9, to 0.62 of its Treanor value.

In this example, then, $v^*$ marks roughly where the Treanor formula ceases to be usable, not a dip in the populations. For processes that need highly excited molecules the difference is large: a rate proportional to $f_{20}$ would be overestimated by a factor of about $3\times10^4$ if the formula were used there. The loss of the dip belongs to the chosen temperatures and rates and is not a general rule: with $T_v=2000$ K and no VT relaxation, the same model keeps a modest rise, by a factor of about 1.4 from level 13 to level 20, before the populations fall again.

## (f) Application to a discharge

**Question.** How does the result carry over to a real nitrogen plasma?

**Answer.** A nitrogen discharge at reduced pressure can reach a vibrational temperature of a few thousand kelvin. Keeping the gas at 300 K then requires cooling, since VV exchange and other collisions heat it. If $T$ rises to 600 K with $T_v$ held at 3000 K, the minimum moves to $v^*=0.5+81.48\times0.2=16.8$. Gas heating can thus shift the number far more than the corrections in (d). Electron impact, quenching by nitrogen atoms and deactivation at walls are also absent from the models above; their size depends on the device. The interval from eight to nine therefore belongs to the closed VV model at the stated temperatures.

## Computed values

```
gas temperature T = 300 K; vibrational Tv = 3000 K
rough we = 2359 cm^-1; rough wexe = 14.3 cm^-1
E10 = 2330.4 cm^-1 = 0.2889 eV
kT = 208.51 cm^-1; kTv = 2085.1 cm^-1
E10/(2 wexe) = 81.48; T/Tv = 0.100
E10/kTv = 1.1176; wexe/kT = 0.06858
minimum, formula: v = 8.648
minimum, numerical: v = 8.648
Treanor f_1/f_0 = 0.32705
Treanor f_7/f_0 = 0.0071327
Treanor f_8/f_0 = 0.0060933
Treanor f_9/f_0 = 0.0059707
Treanor f_10/f_0 = 0.0067106
Treanor f_20/f_0 = 40.781
Treanor f_9/f_8 = 0.9799
Treanor f_10/f_9 = 1.1239
gas temperature for minimum at v = 8.0: 276.1 K
gas temperature for minimum at v = 8.5: 294.5 K
gas temperature for minimum at v = 9.0: 313.0 K
closed ladder, levels 0 to 12: mean quanta = 0.8964
closed ladder: Tv reached = 3000.00 K
closed ladder: largest relative error = 3.7e-12
CCSD(T)/cc-pVDZ: E10 = 2309.9 cm^-1
CCSD(T)/cc-pVDZ: wexe = 14.51 cm^-1
CCSD(T)/cc-pVDZ: minimum at v = 8.457
rough cubic coefficient = -0.002 cm^-1
minimum with cubic term: v = 8.631
minimum if Tv is defined with we: v = 8.748
open ladder: VV range parameter = 0.4, VT growth = 0.17
open ladder, VT/VV rate ratio 0e+00:
  f_v/Treanor at v = 5, 9, 20: 0.918, 0.593, 3.53e-05
  f_v/f_0 at v = 9, 10, 20, 30: 0.00354, 0.00306, 0.00144, 0.000759
  any rise beyond level 9: no
open ladder, VT/VV rate ratio 1e-06:
  f_v/Treanor at v = 5, 9, 20: 0.919, 0.595, 3.59e-05
  f_v/f_0 at v = 9, 10, 20, 30: 0.00355, 0.00307, 0.00146, 0.000789
  any rise beyond level 9: no
open ladder, VT/VV rate ratio 1e-04:
  f_v/Treanor at v = 5, 9, 20: 0.925, 0.617, 4.01e-05
  f_v/f_0 at v = 9, 10, 20, 30: 0.00368, 0.00322, 0.00163, 0.000397
  any rise beyond level 9: no
```
